\section*{Tail-to-tail absorption: linear prefactor and the local Urbach energy}

\section*{Question}

I am working on an exercise about absorption below the gap of an amorphous semiconductor. The valence and conduction bands both have exponential tails of the same width $w$. I am asked to show that transitions from one tail to the other carry an extra factor linear in the distance below the gap, and that the Urbach energy read from the local slope five widths below the gap is 25 percent larger than $w$.

My attempt was this. The tail densities fall as $e^{-(\text{depth})/w}$, so the absorption should fall as $e^{-(G-h)/w}$, where $G$ is the gap and $h$ the photon energy. The slope of its logarithm is then $1/w$ everywhere, and I see no room for a correction. Where does the linear factor come from? And if it is there, should I reduce an Urbach energy measured on a hydrogenated amorphous silicon film by this amount?

\section*{Answer}

Your exponential is right, but it is the weight of one pair of levels. At a given photon energy there is a whole range of pairs, and the length of that range depends on $h$. The correction for a real film is a separate matter, because the 25 percent belongs to one channel and to equal widths.

\subsection*{The linear factor}

Let the valence tail start at $E_v$ and the conduction tail at $E_c$, and define the gap as the distance between these starts, $G=E_c-E_v$. At depth $a>0$ above $E_v$ and depth $b>0$ below $E_c$ the densities of states are
\begin{equation}
g_v=N_v e^{-a/w},\qquad g_c=N_c e^{-b/w}.
\end{equation}
Assume that the initial levels are full and the final ones empty, that disorder has removed any selection by wave vector, and that all pairs share one matrix element. Take the absorption coefficient as proportional to the joint density
\begin{equation}
J(h)=\int g_v(E)\,g_c(E+h)\,dE .
\end{equation}

An electron starting at $E=E_v+a$ arrives at $E_v+a+h$. The depth of that final level below $E_c$ is
\begin{equation}
b=E_c-(E_v+a+h)=D-a,\qquad D=G-h .
\end{equation}
Both levels lie in the tails if $a>0$ and $b>0$, that is, if $0<a<D$. Therefore
\begin{align}
J_{tt}&=N_vN_c\int_0^D e^{-a/w}\,e^{-(D-a)/w}\,da\\
&=N_vN_c\,e^{-D/w}\int_0^D da
=N_vN_c\,D\,e^{-D/w}.
\end{align}
The variable $a$ cancels in the exponent: what a pair loses by starting deeper in one tail it regains by ending less deep in the other. All pairs have equal weight, and the factor $D$ is the length of the interval they fill.

\subsection*{The local Urbach energy}

Define $E_U$ by the local slope, $1/E_U=d\ln J/dh$. Since $dD/dh=-1$,
\begin{equation}
\frac1{E_U}=-\frac{d}{dD}\left(\ln D-\frac Dw\right)=\frac1w-\frac1D .
\label{eq:slope}
\end{equation}
With $x=D/w$ this becomes
\begin{equation}
E_U=w\,\frac{x}{x-1},\qquad \frac{E_U}{w}-1=\frac1{x-1}\qquad(x>1).
\end{equation}
At $x=5$ the excess is $1/4$, the 25 percent of your exercise. The sign is easy to trace. As $h$ rises, the exponential grows but the interval $D$ shrinks, so $J_{tt}$ rises more slowly than the exponential alone, and a smaller slope means a larger $E_U$.

Take $G=1.70$ eV and $w=50$ meV. Five widths below the gap means $h=1.45$ eV and $D=250$ meV, so $E_U=50\times5/4=62.5$ meV. At other depths:
\begin{center}
\begin{tabular}{ccc}
$x$ & $E_U$ (meV) & excess over $w$\\
2 & 100.0 & 100\%\\
3 & 75.0 & 50\%\\
5 & 62.5 & 25\%\\
8 & 57.1 & 14\%\\
10 & 55.6 & 11\%
\end{tabular}
\end{center}
The excess dies out only as $1/x$. At the other end, $J_{tt}$ has its maximum at $x=1$ and falls to zero at $D=0$, where the interval closes, so for $x\le1$ this channel has no Urbach energy.

A straight line drawn over a finite range does not remove the effect. Between depths $x_1<x_2$ the photon energy changes by $(x_2-x_1)w$, and the two-point slope gives
\begin{equation}
\frac{w}{E_U}=\frac{\ln(x_1e^{-x_1})-\ln(x_2e^{-x_2})}{x_2-x_1}
=1-\frac{\ln(x_2/x_1)}{x_2-x_1}.
\end{equation}
For $x_1=4$ and $x_2=6$ this is $1-0.405/2=0.797$, or $E_U=62.7$ meV.

If this channel does dominate, Eq.~(\ref{eq:slope}) can be inverted:
\begin{equation}
w=\frac{E_UD}{E_U+D}=\frac{62.5\times250}{312.5}\ \text{meV}=50\ \text{meV}.
\end{equation}
A gap placed 50 meV too high makes $D=300$ meV and gives $w=51.7$ meV; one placed 50 meV too low gives 47.6 meV. At this depth the error in $w$ thus stays within 5 percent, but it grows nearer the gap: at $x=3$ a gap 50 meV too low gives 42.9 meV.

\subsection*{Unequal tails}

The cancellation of $a$ needs equal widths. For widths $w_v>w_c$ put $\kappa=1/w_c-1/w_v$. Then
\begin{align}
J_{tt}&=N_vN_c\,e^{-D/w_c}\int_0^D e^{\kappa a}\,da
=N_vN_c\,e^{-D/w_c}\,\frac{e^{\kappa D}-1}{\kappa}\\
&=N_vN_c\,e^{-D/w_v}\,\frac{1-e^{-\kappa D}}{\kappa},
\end{align}
where the last step uses $-1/w_c+\kappa=-1/w_v$. Differentiating the logarithm with respect to $-D$ gives
\begin{equation}
\frac1{E_U}=\frac1{w_v}-\frac{\kappa e^{-\kappa D}}{1-e^{-\kappa D}}
=\frac1{w_v}-\frac{\kappa}{e^{\kappa D}-1}.
\end{equation}
For $\kappa D\ll1$ the last term tends to $1/D$ and the linear factor is back. For $\kappa D\gg1$ it vanishes and $E_U\to w_v$: the pairs crowd into the wider tail, and the length of the interval no longer matters.

Keep $w_v=50$ meV and $D=250$ meV fixed. For $w_c=45$, 40 and 25 meV, $\kappa D$ is 0.56, 1.25 and 5.0, and $E_U$ is 58.8, 55.6 and 50.3 meV. The excess over $w_v$ drops from 25 percent to 18, 11 and 0.7 percent.

\subsection*{The bands behind the tails}

Even with equal tails, a photon with $h<G$ can also lift an electron from the valence band into the conduction tail, or from the valence tail into the conduction band. To size these channels, join each tail to a square-root band with continuous density and slope. If $s$ is the energy measured into the band from the zero of the root, the density $\propto\sqrt s$ has logarithmic slope $1/(2s)$. This equals the tail's $1/w$ at $s=w/2$, which is therefore the join. At a distance $tw$ further into the band the density is
\begin{equation}
N\sqrt{\frac{w/2+tw}{w/2}}=N\sqrt{1+2t}.
\end{equation}
An electron that starts there in the valence band ends at depth $D+tw$ in the conduction tail. This channel contributes $N_vN_c\,w\,e^{-x}I$, with the band taken as unbounded and
\begin{align}
I&=\int_0^\infty\!\sqrt{1+2t}\;e^{-t}dt
=1+\int_0^\infty\!\frac{e^{-t}}{\sqrt{1+2t}}\,dt\\
&=1+\sqrt e\int_1^\infty\! e^{-u^2/2}du
=1+\sqrt{\frac{\pi e}{2}}\;\mathrm{erfc}\frac1{\sqrt2}.
\end{align}
The first line is an integration by parts; the second substitutes $u^2=1+2t$, so that $dt=u\,du$. By symmetry the other channel is equal, and together they give $c=2I=3.31$.

Tail-to-tail pairs join two localised states, which may overlap poorly. Let $r$ be their squared matrix element relative to that of the band-to-tail pairs. Then
\begin{equation}
J=N_vN_c\,w\,(rx+c)\,e^{-x},\qquad
\frac w{E_U}=-\frac{d\ln J}{dx}=1-\frac{r}{rx+c},
\end{equation}
and hence
\begin{equation}
\frac{E_U}{w}=\frac{rx+c}{rx+c-r}.
\end{equation}
With $r=1$ and $x=5$ the ratio is $8.31/7.31=1.137$, so $E_U=56.8$ meV. Tail-to-tail pairs supply $5/8.31=60$ percent of $J$, and the excess is 14 percent. With $r=0.1$ it is 2.7 percent. The 25 percent is thus a property of the tail-to-tail part, not of the total absorption in this model.

\subsection*{Which gap, and which prefactor?}

The zeros of the two square roots lie $w/2$ inside the gap on each side, so the gap between these zeros is $G-w=1.65$ eV. Five widths below that gap means $x=6$, and the tail-to-tail excess is $1/5$, not $1/4$. A gap extrapolated from the absorption is lower still, because the tails also add to the absorption above the gap: in this model, with all channels and $r=1$, a straight line through $\sqrt J$ between 1.9 and 2.3 eV reaches zero near 1.62 eV.

The absorption coefficient may also contain a power of the photon energy, $h^pJ$, which adds $p/h$ to $1/E_U$. For a constant refractive index, $p=1$ if the dipole matrix element is constant and $p=-1$ if the momentum matrix element is. At $h=1.45$ eV,
\begin{equation}
\frac1{E_U}=(16.00\pm0.69)\ \text{eV}^{-1},
\end{equation}
which gives 59.9 meV (excess 20 percent) for the dipole case and 65.3 meV (31 percent) for the momentum case. The figure of 25 percent assumes $p=0$.

\subsection*{Your silicon film}

The gap and the 50 meV valence tail used here are rough values for hydrogenated amorphous silicon. The equal conduction tail is not: in that material it is roughly half as wide. Five widths below the gap, this difference alone is enough to remove the correction: $w_c=25$ meV reduces the tail-to-tail excess from 25 to 0.7 percent, and the excess for all channels with $r=1$ from 14 percent to below 0.1 percent. You should therefore not use the equal-width formula, which at $x=5$ would have you lower a measured Urbach energy by a fifth.

Deep defects push the measured Urbach energy back above the tail width. Take $10^{16}$ cm$^{-3}$ of them at midgap, each able to give up one electron and to accept one, with the same matrix element as the other pairs, and edge densities $N_v=N_c=N=2\times10^{21}$ cm$^{-3}$\,eV$^{-1}$. At $h=1.45$ eV the band partner lies $1.45-0.85=0.60$ eV beyond the tail start, where the square-root density is $N\sqrt{1+2(0.60/0.05)}=5N$. The two defect channels then amount to
\begin{equation}
\frac{2\times5\times10^{16}\ \text{cm}^{-3}}{N\,D\,e^{-5}}
=\frac{5.0\times10^{-5}\ \text{eV}}{1.68\times10^{-3}\ \text{eV}}=3.0\%
\end{equation}
of $J_{tt}$. This nearly flat background raises the equal-width tail-to-tail value from 62.5 to 64.3 meV, and the value for all channels with $r=1$ from 56.8 to 57.8 meV. With a conduction tail of 25 meV and the same edge densities, $J_{tt}$ is about five times smaller and the defects weigh more: they amount to 18 percent of it and raise the tail-to-tail value from 50.3 to 58.9 meV, and the value for all channels from 50.0 to 52.8 meV. Ten times as many defects would raise that last value to 77 meV. These figures depend on the ratio of defect density to edge density, and the edge density is only roughly known: doubling or halving $N$ moves 52.8 meV to 51.4 or 55.5 meV, and 77 meV to 64 or 103 meV. The slope then no longer gives the tail width, and the defect background has to be subtracted from the absorption before the slope is read. As the photon energy falls from 1.45 eV towards 0.85 eV, their share grows further, because $J_{tt}$ keeps falling steeply.

Occupation is harmless at $h=1.45$ eV if the Fermi level is at midgap. The highest initial level of a tail-to-tail pair then lies $0.85-0.25=0.60$ eV below it, and the lowest final level equally far above, against a thermal energy of 26 meV at 300 K. The assumption of full and empty levels fails once $D$ approaches the distance from a tail start to the Fermi level, and it fails first for the tail-to-band pairs, which start deeper than $D$ in the tail. With $w_c=25$ meV and the Fermi level at midgap, the total $J$ is already 9 percent lower at $D=0.70$ eV. In a doped film the limit can reach the range of the measurement: a Fermi level 0.4 or 0.3 eV above $E_v$ lowers the all-channel value at $h=1.45$ eV from 50.0 to 46 or 36 meV.

Numerical values quoted here were computed with a short program.
